# Magnetic-force-theorem exchange: correct spin stiffness, approximate short-wavelength magnons

## 1. A numerical fact

Take electrons on a simple cubic lattice with nearest-neighbour hopping \(t\), lattice constant \(a\), 0.2 electrons per site, temperature \(T=0.15\,t\) and a local repulsion \(U=40\,t\). In mean field this is a fully polarized ferromagnet. Its magnon energy can be found from the pole of the dynamical transverse susceptibility, or from exchange constants \(J_{ij}\) obtained by rotating the self-energy on two sites. For long waves both give \(\omega=Dq^2\) with \(D=0.339\,ta^2\). At the zone boundary \(q=(0,0,\pi/a)\) the pole lies at \(1.66\,t\), while the exchange constants give \(1.48\,t\), which is 11% less.

The agreement follows from spin-rotation symmetry together with inversion symmetry, for one orbital per site. The disagreement is a property of the method: evaluating the same \(J_{ij}\) more accurately does not remove it.

## 2. Setting and functional

We set \(\hbar=k_B=1\). There is one orbital per site of a Bravais lattice with inversion symmetry, and no spin-orbit coupling. The self-energy is local, as in DFT+U or DMFT, but may depend on frequency:
\[
G_\sigma^{-1}(k,i\omega)=i\omega+\mu-\varepsilon_k-\Sigma_\sigma(i\omega),\qquad \Delta(i\omega)=\Sigma_\downarrow-\Sigma_\uparrow .
\]
The moment is \(m=n_\uparrow-n_\downarrow>0\) per site. Let Tr denote \(T\sum_\omega\) together with the sums over sites and spin. Up to a constant, the grand potential is the stationary value of
\[
\Omega[\Sigma]=-\mathrm{Tr}\ln(G_0^{-1}-\Sigma)+F[\Sigma],\qquad F=\Phi[G_{\rm loc}]-\mathrm{Tr}\,\Sigma G_{\rm loc}.
\]
In \(F\), the local function \(G_{\rm loc}\) is expressed through \(\Sigma\) by \(\Sigma=\delta\Phi/\delta G_{\rm loc}\), so that \(\delta F=-\mathrm{Tr}\,G_{\rm loc}\,\delta\Sigma\). The logarithm contributes \(+\mathrm{Tr}\,G\,\delta\Sigma\). Stationarity therefore says that the lattice Green function has the local part \(G_{\rm loc}\).

Now rotate the spin axes of \(\Sigma_i\) by a static rotation that may differ from site to site. Since \(\Phi\) is a sum of single-site functionals, each unchanged when its Green function is rotated, \(F\) does not change. The whole change of \(\Omega\) comes from the logarithm, as if the electrons moved independently in a prescribed self-energy. This is the magnetic force theorem in its local form. It can fail if \(\Phi\) also has intersite terms that change under such rotations, as those from an exchange interaction between sites do, or if the local interaction prefers a spin direction.

All results below hold within the chosen functional. An approximate \(\Phi\) gives an approximate stiffness by either route.

## 3. Expansion in the tilt angles

Write the self-energy on site \(i\) as
\[
\Sigma_i=\Sigma^0-\tfrac12\Delta\,\mathbf e_i\cdot\boldsymbol\sigma,\qquad \mathbf e_i=(\boldsymbol\theta_i,\,1-\tfrac12\theta_i^2),
\]
where \(\Sigma^0\) is the spin average and \(\boldsymbol\theta_i\) has components \(x,y\). To second order,
\[
\delta\Sigma_i=-\tfrac12\Delta\,\boldsymbol\theta_i\cdot\boldsymbol\sigma+\tfrac14\Delta\,\theta_i^2\sigma_z ,
\]
\[
-\mathrm{Tr}\ln(G^{-1}-\delta\Sigma)=-\mathrm{Tr}\ln G^{-1}+\mathrm{Tr}\,G\delta\Sigma+\tfrac12\mathrm{Tr}\,G\delta\Sigma G\delta\Sigma+\dots
\]

**First-order term.** \(G\) is diagonal in spin, so the part linear in \(\boldsymbol\theta\) has zero trace. The \(\sigma_z\) part leaves
\[
\delta\Omega_1=\frac T4\sum_\omega\sum_i\Delta\,\theta_i^2\,(G^\uparrow_{ii}-G^\downarrow_{ii}).
\]

**Second-order term.** For equal components, \(xx\) or \(yy\), the spin trace is \(G^\uparrow_{ij}G^\downarrow_{ji}+G^\downarrow_{ij}G^\uparrow_{ji}\). Inversion gives \(G_{ij}=G_{ji}\), so this equals \(2G^\uparrow_{ij}G^\downarrow_{ji}\). The mixed \(xy\) traces are proportional to the difference of the same two products and vanish. With the prefactor \(\tfrac12\cdot\tfrac14\Delta^2\),
\[
\delta\Omega_2=\frac T4\sum_\omega\sum_{ij}\Delta^2\,\boldsymbol\theta_i\cdot\boldsymbol\theta_j\,G^\uparrow_{ij}G^\downarrow_{ji}.
\]
Define
\[
\boxed{J_{ij}=-\frac T4\sum_\omega\Delta(i\omega)^2\,G^\uparrow_{ij}(i\omega)\,G^\downarrow_{ji}(i\omega)}
\]
so that \(\delta\Omega_2=-\sum_{ij}J_{ij}\boldsymbol\theta_i\cdot\boldsymbol\theta_j\).

**The on-site term.** As matrices in the site indices, \(G_\uparrow^{-1}-G_\downarrow^{-1}=\Delta\). Multiplying by \(G_\uparrow\) from the left and \(G_\downarrow\) from the right gives
\[
G_\uparrow-G_\downarrow=-G_\uparrow\Delta G_\downarrow .
\tag{1}
\]
Its diagonal element turns \(\delta\Omega_1\) into \(+\sum_{ij}J_{ij}\theta_i^2\). Since \(J_{ij}=J_{ji}\), the sum is
\[
\delta\Omega=\sum_{ij}J_{ij}(\theta_i^2-\boldsymbol\theta_i\cdot\boldsymbol\theta_j)=\tfrac12\sum_{ij}J_{ij}(\boldsymbol\theta_i-\boldsymbol\theta_j)^2 .
\]
The terms \(i=j\) cancel, and a uniform rotation costs nothing. Because \(\mathbf e_i\cdot\mathbf e_j=1-\tfrac12(\boldsymbol\theta_i-\boldsymbol\theta_j)^2\) to this order, the result is the expansion of
\[
E=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
\]
with each pair counted twice. If pairs are counted once, the constants are twice as large. The mapping describes small tilts from the ferromagnetic state; nothing here shows that it holds for large angles.

With several real orbitals per site, \(\Delta\) and \(G_{ij}\) become orbital matrices, and the product is replaced by \(\mathrm{tr}[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}]\).

## 4. From exchange constants to magnons

Give each site a spin of length \(S=m/2\). The field acting on it is \(\mathbf b_i=-S^{-1}\partial E/\partial\mathbf e_i=(2/S)\sum_jJ_{ij}\mathbf e_j\), where the factor 2 comes from the double counting. Precession obeys \(\dot{\mathbf e}_i=\mathbf e_i\times\mathbf b_i\). To first order in the tilts,
\[
\dot{\boldsymbol\theta}_i=\frac2S\sum_jJ_{ij}(\boldsymbol\theta_i-\boldsymbol\theta_j)\times\hat z .
\]
For a wave, \(\boldsymbol\theta_j\) differs from \(\boldsymbol\theta_i\) by a phase, and \(\times\hat z\) is a quarter turn. The tilt rotates at the frequency
\[
\omega_{\rm MFT}(q)=\frac4m\,[J(0)-J(q)],\qquad J(q)=\sum_RJ_R\,e^{iq\cdot R}.
\]
Define the bubble at fixed fermion frequency, with \(N\) the number of sites,
\[
\Pi_q(i\omega)=\frac1N\sum_kG_\uparrow(k,i\omega)\,G_\downarrow(k+q,i\omega).
\]
Then \(J(q)=-\tfrac T4\sum_\omega\Delta^2\Pi_q\), and
\[
m\,\omega_{\rm MFT}(q)=T\sum_\omega\Delta^2(\Pi_q-\Pi_0).
\tag{2}
\]
For small \(q\) along \(z\), \(1-\cos qR_z\simeq q^2R_z^2/2\), so
\[
D=\frac2m\sum_RJ_RR_z^2 .
\]

## 5. The relaxed response

Section 4 gave the moment and the self-energy the same rigid tilt. In a real magnon their angles may differ, and the self-energy may also change its shape. To include both effects, apply a static field \(-h\sum_i(e^{iq\cdot R_i}c^\dagger_{i\uparrow}c_{i\downarrow}+\mathrm{h.c.})\). It produces spin-off-diagonal parts \(\delta G\) of the local Green function and \(\delta\Sigma\) of the self-energy:
\[
\delta G=\Pi_q(\delta\Sigma-h),\qquad \delta\Sigma(i\omega)=T\sum_{\omega'}\Gamma(i\omega,i\omega')\,\delta G(i\omega').
\]
The kernel \(\Gamma\) is a second derivative of \(\Phi\). For the real local interactions considered here it is symmetric in its two frequencies. Eliminating \(\delta\Sigma\),
\[
A(q)\,\delta G=-h\mathbf 1,\qquad A(q)=\Pi_q^{-1}-T\Gamma,\qquad \chi(q)=\frac Th\sum_\omega\delta G .
\]
Here \(\mathbf 1\) is the vector with all frequency components equal to one.

To see how \(\chi\) gives an energy, let \(\chi(q,z)\) be the response at frequency \(z\), and define \(M(q,z)\) by \(\chi=m/[M(q,z)-z]\). Conservation of total spin gives \(\chi(0,z)=-m/z\), hence \(M(0,z)=0\). The magnon pole solves \(z=M(q,z)\). The static response gives
\[
\omega_{\rm st}(q)=m/\chi(q)=M(q,0),
\]
which equals the pole if the frequency dependence of \(M\) can be neglected.

## 6. Why the stiffness agrees

Let \(g=G_\uparrow-G_\downarrow\) be the local spin splitting, so that \(T\sum_\omega g=m\). A uniform infinitesimal rotation changes \(G_{\rm loc}\) in proportion to \(g\) and \(\Sigma\) in proportion to \(-\Delta\). Rotational symmetry of \(\Phi\) therefore gives \(-\Delta=T\Gamma g\), while the local part of (1) gives \(g=-\Delta\Pi_0\). Together they yield
\[
A(0)\,g=\Pi_0^{-1}g-T\Gamma g=-\Delta+\Delta=0 .
\]
This is the Goldstone mode. Assume that it is the sole zero mode and that \(\Pi_0\) does not vanish at any Matsubara frequency.

By inversion, \(A(q)=A_0+q^2A_2+O(q^4)\). Try \(\delta G=c\,g/q^2+r+O(q^2)\). The order \(q^{-2}\) of the response equation is satisfied because \(A_0g=0\). The next order is
\[
A_0r+c\,A_2g=-h\mathbf 1 .
\]
Multiply by \(g\) and sum over frequencies. Since \(A_0\) is symmetric, \(\sum g\,A_0r=0\). The unknown \(r\), which describes all changes of shape, drops out:
\[
c\sum_\omega g\,A_2g=-h\sum_\omega g=-\frac{hm}T .
\]
To leading order \(\chi=cm/(hq^2)\), so
\[
\omega_{\rm st}=\frac m\chi=-\frac Tm\,q^2\sum_\omega g\,A_2g+O(q^4).
\]
Only \(\Pi_q^{-1}\) in \(A\) depends on \(q\). Therefore, to order \(q^2\),
\[
q^2\sum_\omega gA_2g=\sum_\omega g^2\Big(\frac1{\Pi_q}-\frac1{\Pi_0}\Big)=-\sum_\omega\frac{g^2}{\Pi_0^2}(\Pi_q-\Pi_0)=-\sum_\omega\Delta^2(\Pi_q-\Pi_0).
\]
Comparison with (2) gives
\[
\boxed{\omega_{\rm st}(q)=\omega_{\rm MFT}(q)+O(q^4)}
\]

The role of inversion is now visible. If \(A\) had a linear term \(qA_1\), the mode would acquire a distortion \(q r_1\) with \(A_0r_1=-A_1g\), and \(\sum gA_1r_1\) would enter at order \(q^2\). A rigid rotation would then in general give a wrong stiffness. Such terms may occur when orbitals of opposite parity share a site, even if the crystal has inversion symmetry.

The pole has the same stiffness if \(M(q,z)/q^2\) has one limit as \(q\) and \(z\) go to zero, whatever the order. For instantaneous \(U\) this is shown next. For a general dynamical self-energy it is an additional assumption, which needs particular care if spin-flip excitations extend to zero energy.

## 7. Instantaneous interaction

For the mean-field functional \(\Gamma=-U\), and \(\Delta=Um\) is constant. Put \(\chi_0(q)=-T\sum_\omega\Pi_q\). Summing the response equation over frequency gives
\[
\chi=\frac{\chi_0}{1-U\chi_0},\qquad \omega_{\rm st}=m\Big(\frac1{\chi_0(q)}-U\Big).
\]
From \(g=-\Delta\Pi_0\) we have \(\chi_0(0)=m/\Delta=1/U\). Equation (2) becomes
\[
\omega_{\rm MFT}=\frac{\Delta^2}m[\chi_0(0)-\chi_0(q)]
\quad\Rightarrow\quad
\chi_0(q)=\frac m\Delta\Big(1-\frac{\omega_{\rm MFT}}\Delta\Big).
\]
Insert this into \(\omega_{\rm st}\):
\[
\omega_{\rm st}=\frac{\Delta}{1-\omega_{\rm MFT}/\Delta}-\Delta=\frac{\omega_{\rm MFT}}{1-\omega_{\rm MFT}/\Delta}.
\tag{3}
\]
The difference starts as \(D^2q^4/\Delta\). For \(0<\omega_{\rm MFT}<\Delta\) the force theorem lies below the static response.

For the pole, with \(f\) the Fermi occupations,
\[
1=U\chi_0(q,\omega),\qquad \chi_0(q,\omega)=\frac1N\sum_k\frac{f_{k\uparrow}-f_{k+q\downarrow}}{\varepsilon_{k+q}-\varepsilon_k+\Delta-\omega}.
\]
At \(q=0\) this is \(m/(\Delta-\omega)\). For small \(q\) the magnon lies below the spin-flip continuum near \(\Delta\), and the denominators can be expanded. With \(\omega=O(q^2)\), mixed terms of order \(q^2\omega\) are \(O(q^4)\), so
\[
\frac m\Delta=\chi_0(q,0)+\frac{m\omega}{\Delta^2}+O(q^4).
\]
Solving for \(\omega\) returns \(\omega_{\rm MFT}+O(q^4)\). All three stiffnesses coincide.

For the model of section 1, the Fermi sums were done on a \(24^3\) momentum mesh, with chemical potential and moment iterated to self-consistency and the pole found by numerical root search. The result is \(m=0.200\) and \(\Delta=40\times0.2\,t=8\,t\). Energies in units of \(t\), for \(q\) along \(z\), are:

| \(qa/\pi\) | \(\omega_{\rm MFT}\) | \(\omega_{\rm st}\) | pole |
|---|---|---|---|
| 0.25 | 0.201 | 0.206 | 0.203 |
| 0.50 | 0.705 | 0.773 | 0.731 |
| 0.75 | 1.244 | 1.473 | 1.353 |
| 1.00 | 1.480 | 1.815 | 1.662 |

At the zone boundary, with one more digit kept in \(\omega_{\rm MFT}\), (3) reads \(1.4795/(1-1.4795/8)=1.815\). The static energy exceeds the pole by 9%, so the static response does not by itself give the magnon; the frequency dependence of \(M\) matters too.

The gap between the force theorem and the static response has a simple origin here. With constant \(\Delta\) the self-energy has no shape that could change. But if it is tilted by a small angle \(\theta\), the moment tilts only by \(\theta\,\Delta\chi_0(q)/m=\theta\,(1-\omega_{\rm MFT}/\Delta)\), which is \(0.815\,\theta\) at the zone boundary. Section 4 assigned the same angle to both.

## 8. The short-wave error at large splitting

Let the ferromagnet be fully polarized. Put \(x_k=\varepsilon_{k+q}-\varepsilon_k\), and let \(\langle\cdot\rangle\) be the average over occupied spin-up states. Then
\[
\omega_{\rm MFT}=\Delta-\Delta^2\Big\langle\frac1{\Delta+x}\Big\rangle,\quad
\omega_{\rm st}=\Big\langle\frac1{\Delta+x}\Big\rangle^{-1}-\Delta,\quad
\Big\langle\frac1{\Delta-\omega_{\rm pole}+x}\Big\rangle=\frac1\Delta .
\]
Suppose first that \(x\) were the same for all occupied states. The pole and the static energy would both equal \(x\), but the force theorem would give \(x/(1+x/\Delta)\). It errs even when there is no spread of spin-flip energies.

In general let \(\bar x\), \(V\) and \(\kappa\) be the mean, variance and third central moment of \(x\). Expanding the force-theorem result and using \(\langle x^2\rangle=V+\bar x^2\) and \(\langle x^3\rangle=\kappa+3V\bar x+\bar x^3\),
\[
\omega_{\rm MFT}=\bar x-\frac{V+\bar x^2}\Delta+\frac{\kappa+3V\bar x+\bar x^3}{\Delta^2}+\dots
\]
For the pole set \(y=x-\omega_{\rm pole}\). Its equation expands to \(\langle y\rangle=\langle y^2\rangle/\Delta-\langle y^3\rangle/\Delta^2+\dots\). Hence \(\langle y\rangle=O(1/\Delta)\), and to the order needed \(\langle y^2\rangle=V\) and \(\langle y^3\rangle=\kappa\):
\[
\omega_{\rm pole}=\bar x-\frac V\Delta+\frac\kappa{\Delta^2}+\dots
\]
For the static energy, expand about \(\Delta+\bar x\):
\[
\omega_{\rm st}=\bar x-\frac V{\Delta+\bar x}+\frac\kappa{\Delta^2}+\dots=\omega_{\rm pole}+\frac{\bar xV}{\Delta^2}+\dots
\]
The force theorem is thus wrong at first order in \(1/\Delta\), by \(\bar x^2/\Delta\), whereas the static response is wrong at second order. For small \(q\), both \(\bar x\) and \(V\) are of order \(q^2\), so these errors are of order \(q^4\), as they must be.

At the zone boundary the occupied states give \(\bar x=2.28\,t\) and \(V=3.45\,t^2\). For \(\Delta=8\,t\) the leading error is \(2.28^2/8=0.65\,t\), but the actual one is \(1.66-1.48=0.18\,t\). The next term, \(-(3V\bar x+\bar x^3)/\Delta^2=-0.55\,t\), cancels most of the first, so the expansion is not quantitative here. With \(U=2000\,t\) and \(\Delta=400\,t\), the error divided by \(\bar x^2/\Delta\) is 0.983, and the second term accounts for the missing 1.7%.

## 9. A frequency-dependent splitting

Screening makes the local interaction depend on frequency. Take
\[
W(i\nu)=U-(U-U_0)\frac{\omega_0^2}{\nu^2+\omega_0^2},\qquad \Sigma_\sigma(i\omega)=-T\sum_{\omega'}W(i\omega-i\omega')\,G_{{\rm loc},\sigma}(i\omega'),
\]
with \(U=40\,t\), \(U_0=32\,t\), \(\omega_0=10\,t\). The Hartree shift is absorbed in \(\mu\) at fixed filling. This Fock functional has \(\Gamma=-W\) and satisfies the assumptions of section 6. It omits higher-order local diagrams and is not a full DMFT solution.

The equations were iterated on 160 positive Matsubara frequencies, the last one weighted to represent the high-frequency tail. The moment is again 0.200. The real part of \(\Delta\) is \(7.66\,t\) at the lowest frequency (\(7.67\,t\) with a larger frequency cutoff), falls to a shallow minimum of about \(7.5\,t\) near \(\omega=12\,t\), and then rises to \(7.98\,t\) at \(149\,t\). The value at the lowest frequency is not \(U_0m=6.4\,t\), because the sum for \(\Sigma\) runs over all frequency transfers, not just those small compared with \(\omega_0\).

Fourier transforming \(G_\sigma\) to real space gives \(J_{100}=0.01264\,t\), \(J_{110}=0.00085\,t\), \(J_{111}=-0.00010\,t\) and \(J_{200}=0.00010\,t\). In \(\sum J_RR_z^2\) these shells have weights 2, 8, 8 and 8, so they contribute
\[
\frac2{0.200}\,[2(0.01264)+8(0.00085-0.00010+0.00010)]\,ta^2\simeq0.32\,ta^2 .
\]
The full lattice sum is \(0.273\,ta^2\). More distant shells therefore contribute about \(-0.05\,ta^2\): their couplings are weighted by \(R_z^2\), and a stiffness from a few near shells can be noticeably wrong.

The static response, from the linear equation of section 5, also has stiffness \(0.273\,ta^2\), extrapolated from \(qa=0.1\) and \(0.2\). Between \(qa=0.2\) and \(0.4\), \(\omega_{\rm st}-\omega_{\rm MFT}\) grows with the power 3.98 of \(q\), close to the expected 4. At the zone boundary the force theorem gives \(1.20\,t\) and the static response \(1.46\,t\), so the former is 18% too low relative to the latter.

Formula (3) would need a constant splitting \(\Delta=1.20\,t/(1-1.20/1.46)\simeq6.7\,t\) to reproduce this pair, below all the quoted values of \(\mathrm{Re}\,\Delta\), including the minimum. The instantaneous formula thus does not carry over by inserting any of them. The pole was not calculated for this interaction, so the 18% is the difference between two static estimates, not the error of the magnon energy.
